Transmission through one-site and two-site molecules with weakened contacts

**The problem**

A long chain of atoms carries one orbital per atom. All site energies are zero, and neighbouring orbitals are connected by the hopping element −t, with t > 0. A short piece of the chain, the "molecule", is held by weaker bonds: the two bonds joining it to the left and right chains have the element −t/2. Inside the molecule the hopping is still −t. The two outer chains are identical and extend to infinity.

Electrons are independent of one another and move coherently, without exchanging energy with anything. An electron arrives from the left with the energy of the band centre, E = 0.

(a) What is the probability that it passes a molecule of one site?

(b) What is the probability for a molecule of two sites?

(c) Why do the answers differ, although the contacts are the same?

**Hints**

1. Find E(k) for the uniform chain. Which k belongs to E = 0, and which sign of k describes motion to the right?

2. On the left, write an incoming wave plus a reflected wave of amplitude r. On the right, write an outgoing wave of amplitude τ. Give each molecular site its own unknown amplitude.

3. The last site of each outer chain obeys an equation with one altered bond. Compare it with the equation the same wave would satisfy if the chain continued unchanged.

4. Write one equation for each molecular site at E = 0. For two sites, eliminate the molecular amplitudes before solving for r and τ.

5. For (c), find the energy levels of each molecule when it is cut off from the chains, and ask where E = 0 lies among them.

**Full solution**

*Waves in the chains.* Let ψ_n be the amplitude on site n. In a uniform chain the Schrödinger equation is

Eψ_n = −tψ_{n−1} − tψ_{n+1}.

Inserting ψ_n = e^{ikn} and dividing by e^{ikn} gives

E = −t(e^{−ik} + e^{ik}) = −2t cos k.

The group velocity is proportional to dE/dk = 2t sin k, which is positive for 0 < k < π. At the band centre cos k = 0, so the wave moving to the right has k = π/2 and e^{ik} = i.

Number the left chain n = …, −1, 0 and the right chain m = 1, 2, …. Call the molecular amplitudes φ_1, …, φ_N. The scattering state is

ψ_n = e^{ikn} + r e^{−ikn} on the left,

ψ_m = τ e^{ik(m−1)} on the right.

The transmission probability T is the transmitted flux divided by the incident flux. Both chains have the same velocity at a given energy, so it cancels, leaving T = |τ|². Likewise the reflection probability is R = |r|².

*The ends of the chains.* The last site on the left has amplitude 1 + r and obeys

Eψ_0 = −tψ_{−1} − (t/2)φ_1.

The same wave, continued to a fictitious site n = 1, would satisfy

Eψ_0 = −tψ_{−1} − t(e^{ik} + r e^{−ik}).

Subtracting one equation from the other leaves

e^{ik} + r e^{−ik} = φ_1/2.

On the right, continuing the outgoing wave to m = 0 gives the amplitude τe^{−ik}, and the same comparison yields

τ e^{−ik} = φ_N/2.

At the band centre e^{ik} = i and e^{−ik} = −i, so

φ_1 = 2i(1 − r), φ_N = −2iτ.

These two relations hold for either molecule.

*(a) One site.* The single molecular site touches the left chain, of end amplitude 1 + r, and the right chain, of end amplitude τ. At E = 0 its equation is

0 = −(t/2)(1 + r) − (t/2)τ, so 1 + r = −τ.

Here φ_1 and φ_N are the same amplitude. Equating their two expressions gives

2i(1 − r) = −2iτ, so 1 − r = −τ.

Therefore 1 + r = 1 − r, which requires r = 0 and then τ = −1. The result is

T = 1.

The electron passes with certainty, although both contacts are weakened. The minus sign of τ is a phase and does not affect the probability.

*(b) Two sites.* The equations for the first and second molecular site are

0 = −(t/2)(1 + r) − tφ_2, so φ_2 = −(1 + r)/2,

0 = −tφ_1 − (t/2)τ, so φ_1 = −τ/2.

Now insert the end relations. From φ_1,

2i(1 − r) = −τ/2, so τ = −4i(1 − r).

From φ_2,

−2iτ = −(1 + r)/2, so 1 + r = 4iτ.

Substituting the first result into the second gives

1 + r = 4i(−4i)(1 − r) = 16(1 − r).

Hence 17r = 15 and r = 15/17. Then 1 − r = 2/17 and τ = −8i/17, so

T = 64/289 ≈ 0.2215, R = 225/289 ≈ 0.7785.

The two probabilities add to 1, as conservation of flux demands.

A moving wave packet gives the same picture without assuming a stationary scattering state. A packet centred on k = π/2, with a position spread of 40 sites, was sent through each molecule between chains of 400 sites. The transmitted fractions were 0.9986 and 0.2216. The small deficit in the first comes from the packet's energy spread, as the next result shows.

*(c) Why they differ.* An isolated single site has its level at E = 0, the energy of the incoming electron. An isolated pair has levels at E = −t and E = +t, so the electron arrives midway between them. The transmission at other energies makes this explanation quantitative.

For general k, the end relations give r = e^{ik}φ_1/2 − e^{2ik} and τ = e^{ik}φ_N/2. Since 1 − e^{2ik} = −2i sin k e^{ik}, the left chain enters the molecular equations through

(t/2)(1 + r) = −it sin k e^{ik} + (t/4)e^{ik}φ_1.

The first term is the incoming wave acting as a source. The second shifts and broadens the molecular level. The right chain contributes (t/2)τ = (t/4)e^{ik}φ_N.

For one site, φ_1 = φ_N = φ, and the equation becomes

[E + (t/2)e^{ik}]φ = it sin k e^{ik}.

With E = −2t cos k, the bracket equals (t/2)(−3 cos k + i sin k). Therefore

T_1 = |φ|²/4 = sin²k/(9 cos²k + sin²k).

Write x = E/t, so that cos²k = x²/4 and sin²k = 1 − x²/4. Then

T_1 = (4 − x²)/(4 + 8x²).

This is a peak centred on x = 0. It falls to one half when 8 − 2x² = 4 + 8x², that is at |x| = √(2/5) ≈ 0.632. Near the centre T_1 ≈ 1 − 9x²/4. The packet above has a spread in k of 1/80, hence a spread in x of 2/80 = 0.025, and the average is 1 − (9/4)(0.025)² ≈ 0.9986, as found.

For two sites, define u = E + (t/4)e^{ik}. The molecular equations are

uφ_1 + tφ_2 = it sin k e^{ik},

tφ_1 + uφ_2 = 0.

The second gives φ_1 = −uφ_2/t. Inserting this in the first gives φ_2 = it² sin k e^{ik}/(t² − u²), so

T_2 = |φ_2|²/4 = t⁴ sin²k/(4|t² − u²|²).

Set u/t = p + ig. From the definition of u, p = 7x/8 and g = (sin k)/4. The squared modulus is

|1 − (p + ig)²|² = (1 − p² + g²)² + 4p²g² = (1 − p² − g²)² + 4g²,

where the last step follows by expanding both sides. The numerator sin²k/4 is also 4g², so

T_2 = 4g²/[(1 − p² − g²)² + 4g²].

Using p² + g² = (1 + 12x²)/16 and 4g² = (4 − x²)/16, and multiplying above and below by 256,

T_2 = 16(4 − x²)/[(15 − 12x²)² + 16(4 − x²)].

At x = 0 this returns 64/(225 + 64). It reaches 1 at |x| = √5/2 ≈ 1.118, close to the isolated levels at |x| = 1; the coupling to the chains produces the displacement. The pair is thus perfectly transparent too, but at two other energies.

At the band edges, |x| = 2, both transmissions vanish. The source term, proportional to sin k, goes to zero there, while the factors it is divided by stay finite: the one-site bracket has modulus 3t/2, and |t² − u²| = 33t²/16. A vanishing velocity alone would not be enough. If the contact bonds were also −t, the chain would be uniform and T would be 1 at every energy inside the band. In that case the one-site bracket is −2t cos k + 2te^{ik} = 2it sin k, which goes to zero together with the source.

*Conductance in a real setting.* For spin-degenerate electrons at low temperature and small voltage, the Landauer formula gives the conductance between the two reservoirs as G = (2e²/h)T, with T taken at the Fermi energy. A monatomic gold chain is a case where the band centre matters: each atom supplies one 6s electron, so a simple s band is half full and its Fermi level lies at the centre. A rough hopping is t = 1 eV, and stretched bonds at both ends of the molecule are represented by 0.5 eV. This value is chosen to match the problem: halving the hopping takes a strong stretch, at which a real gold chain is likely to break. With 2e²/h = 77.48 µS,

one atom: G = 77.48 µS × 1 ≈ 77 µS, or 13 kΩ,

two atoms: G = 77.48 µS × 0.22145 ≈ 17 µS, or 58 kΩ.

At 300 K the thermal energy is 0.026 eV, far below the widths in T(E). Thermal averaging changes T from 1 to 0.995 and from 0.2215 to 0.2220. Averaging over an energy window of 0.2 eV, a simple measure of a 0.2 V bias that ignores the shift of the chain bands, gives 0.993 and 0.222. Shifting the two bands by +0.1 and −0.1 eV changes these averages by less than 0.001.

Real junctions depart more seriously from the other assumptions. Their levels need not align and electrons repel each other. Variation 2 calculates the effect of a misalignment and compares the strength of the repulsion with the energies that set the resonance. The two stretched bonds need not be equal, the electrodes are bulk metal rather than endless chains, the chain may distort, and gold also has d electrons. These last effects are not sized here, so the conductances above describe the model and do not predict a particular junction.

**Variation 1: other lengths and contacts**

*Keep E = 0, but let the molecule have N sites and the contact bonds be −qt. How does T depend on N and q?*

The end relations become

φ_1 = (i/q)(1 − r), φ_N = −(i/q)τ.

For N ≥ 2 the end sites of the molecule give φ_2 = −q(1 + r) and φ_{N−1} = −qτ. Every interior site gives φ_{j+1} = −φ_{j−1}, so amplitudes two sites apart differ by a sign alone.

For odd N, φ_N = ±φ_1 while φ_{N−1} = ∓φ_2, because the second pair is separated by one fewer double step. These conditions read τ = ∓(1 − r) and τ = ∓(1 + r). Hence r = 0 and T = 1 for any nonzero q. The case N = 1 gives the same two conditions directly, with the upper sign.

For even N, φ_{N−1} = ηφ_1 and φ_N = ηφ_2, with the same sign η = ±1. Writing a = q²,

τ = −iη(1 − r)/a and τ = −iηa(1 + r).

Equating them gives 1 − r = a²(1 + r), so r = (1 − a²)/(1 + a²) and

T = 4a²/(1 + a²)².

For q = 1/2, a = 1/4, which gives 64/289 again. Numerical solution of the lattice equations gives T = 1.00000 for three sites and 0.22145 for four. With uniform bonds, a = 1, the even molecule also transmits perfectly. With two equal contacts and aligned levels, the loss at the band centre therefore needs both an even number of sites and contacts that differ from the other bonds.

For weak contacts the even result falls as 4q⁴, while the odd result stays at 1. That odd-N limit needs care. For one site, the two contacts contribute 2at e^{ik} in place of (t/2)e^{ik}, so for small a the half-width of the resonance is about 2at. Once this is comparable with the thermal energy or the level misalignment, or smaller than either, the observed transmission falls well below 1.

**Variation 2: misaligned levels**

*Raise every molecular site energy to ε, leaving the chains and the electron energy E = 0 unchanged. What are the transmissions for ε = 0.3 eV and t = 1 eV?*

In the molecular equations E is replaced by −ε, while the wave in the chains keeps k = π/2. With contacts t/2, the one-site equation becomes

(−ε + it/2)φ = it·i = −t.

Thus |φ|² = t²/(ε² + t²/4), and

T_1 = |φ|²/4 = 1/(1 + 4ε²/t²) = 1/1.36 = 0.735.

For two sites, the earlier expression for T_2 in terms of p and g still applies, now with p = −ε/t and g = 1/4:

T_2 = (1/4)/[(15/16 − ε²/t²)² + 1/4] = 0.25/(0.8475² + 0.25) = 0.258.

The single site loses transmission because its level moves away from the Fermi energy. The pair gains because one of its isolated levels, ε − t, moves closer. The ratio of the two conductances drops from about 4.5 to about 2.8.

The one-site formula also helps to size the repulsion U between two electrons on the same molecular site. Here and below, U acts only in the molecule and the chains stay free of repulsion; this is a simplification, since in gold the chain atoms are the same as those of the molecule. In a mean-field treatment, each spin feels the average density of the other. Let n_↑ and n_↓ be the fillings, with n_↑ + n_↓ = 1, and let m = n_↑ − n_↓. Measured from the unpolarized, half-filled case, the spin-up level is

U(n_↓ − 1/2) = −Um/2,

and the spin-down level is +Um/2. A nonzero m must reproduce itself when the shifted levels are filled. Numerically this first becomes possible at U = 1.32 eV for one site and, with opposite moments on the two sites, at 2.22 eV for the pair.

A rough screened value of U = 2 eV lies between these thresholds. For one site it gives m = 0.70 and a level shift of 0.70 eV. Since T_1 depends on ε², both spins transmit equally, with T_1 = 1/(1 + 4 × 0.697²) ≈ 0.34 instead of 1. For the pair, this approximation produces no moment and leaves T_2 unchanged.

The figure 0.34 should not be taken as a corrected conductance. Mean field selects a spin direction that nothing in the problem singles out, and it omits correlated motion of the electrons. For one half-filled site with equal contacts, correlated motion in fact restores T_1 = 1 at zero temperature and vanishing voltage, for any finite U. This is the Kondo effect; it is lost on heating above an energy scale that shrinks as U grows. Nor does the absence of a mean-field moment show that repulsion is harmless for the pair: to second order in U, correlation strengthens the effective bond between its two sites and lowers T_2. The mean-field estimate therefore shows only that U is comparable with the energies that set the resonance, not how much the conductance changes. The values are collected in the numerical output below.

Computed values

```
BAND CENTRE, contacts t/2
one site: r = 0  tau = -1
one site: T = 1
two sites: r = 15/17  tau = -8*I/17
two sites: T = 64/289 = 0.22145
two sites: R = 225/289 = 0.77855
wave packet, one site: T = 0.9986
wave packet, two sites: T = 0.2216
3 sites: T = 1.00000
4 sites: T = 0.22145
two sites, contacts t: T = 1.00000
OTHER ENERGIES
one site: T = 1/2 at |E|/t = 0.6325
two sites: T = 1 at |E|/t = 1.1180
EXAMPLE (rough gold-chain regime)
hopping t = 1.00 eV, contact bond = 0.50 eV
conductance quantum 2e^2/h = 77.481 uS
conductance, one site = 77.481 uS
conductance, two sites = 17.158 uS
resistance, one site = 12.906 kOhm
resistance, two sites = 58.280 kOhm
NEGLECTED EFFECTS
temperature = 300 K, kT = 0.02585 eV
thermal average T, one site = 0.99514
thermal average T, two sites = 0.22197
energy window = 0.20 eV
window average T, one site = 0.99259
window average T, two sites = 0.22223
level misalignment = 0.30 eV
misaligned T, one site = 0.73529
misaligned T, two sites = 0.25820
rough repulsion U = 2.00 eV
mean-field threshold U, one site = 1.322 eV
mean-field threshold U, two sites = 2.221 eV
mean-field level shift, one site = 0.697 eV
mean-field moment, one site = 0.697 electrons
mean-field T, one site = 0.340
```
